# Gap and effective mass of a 1.5 nm semiconducting nanotube

## Problem

A single-wall carbon nanotube is to serve as a transistor channel. Its diameter is \(d=1.5\) nm and it is semiconducting. Treat it as a graphene sheet rolled into a cylinder. Near two inequivalent points of the sheet's Brillouin zone, \(\mathbf K\) and \(-\mathbf K\), called valleys, the bands are Dirac cones with velocity \(v=1.0\times10^{6}\) m/s. Ignore the effect of curvature on the bonds and the interactions between electrons.

1. What is the band gap?
2. What is the effective mass for motion along the tube at the band edges?
3. Up to what energy above the edge is that mass useful, and how far do the neglected effects move the answers?

Energies are measured from the Dirac point, which lies at midgap. The wavevector along the axis is \(k\); the wavevector around the tube, measured from the Dirac point, is \(k_\perp\). The diameter is defined as the circumference divided by \(\pi\).

## First estimate by scaling

With the lattice hidden inside \(v\), the available quantities are \(\hbar\), \(v\) and \(d\). The energy they form is \(\hbar v/d\), and the mass is \(\hbar/(vd)\). Both the gap and the mass should therefore fall as \(1/d\). Dimensions do not supply the numerical factors, so a physical guess is needed.

Rolling the sheet confines the electron around the circumference. Suppose that this forces a wavevector \(k_\perp\sim 1/d\). On a Dirac cone the energy is then \(\hbar v k_\perp\sim\hbar v/d\) above midgap for the conduction band and the same amount below it for the valence band. With \(\hbar v=0.6582\) eV nm,

\[
E_g\sim\frac{2\hbar v}{d}=\frac{2\times0.6582}{1.5}\ \text{eV}\approx0.88\ \text{eV}.
\]

For the mass, take momentum divided by velocity, \(\hbar k_\perp/v\):

\[
m^*\sim\frac{\hbar}{vd}=\frac{1.055\times10^{-34}}{10^{6}\times1.5\times10^{-9}}\ \text{kg}\approx7.0\times10^{-32}\ \text{kg}\approx0.077\,m_0 ,
\]

where \(m_0\) is the free-electron mass. The estimate leaves one question open: why should \(k_\perp=0\), which would give no gap at all, be forbidden?

## Exact solution of the model

### Bands of the sheet

Graphene has two atoms per cell, so the wavefunction near a valley has two components. Their slowly varying envelope obeys the Dirac Hamiltonian

\[
H=\hbar v\,(k_\perp\sigma_x+k\,\sigma_y),
\]

where \(\sigma_x\) and \(\sigma_y\) are Pauli matrices. The cone is isotropic, so the axes may be laid around and along the tube whatever the direction of rolling. To find the energies, square \(H\):

\[
H^2=\hbar^2v^2\left[k_\perp^2\sigma_x^2+k^2\sigma_y^2+k_\perp k(\sigma_x\sigma_y+\sigma_y\sigma_x)\right].
\]

Each Pauli matrix squares to one and the two anticommute, so the last bracket vanishes. Since \(H\) has zero trace, its two eigenvalues have opposite signs:

\[
E=\pm\hbar v\sqrt{k_\perp^2+k^2}.
\]

The other valley has one sign reversed in \(H\) and the same energies.

### Which values of \(k_\perp\) are allowed

Let the lattice vectors be \(\mathbf a_1=a(1,0)\) and \(\mathbf a_2=a(\tfrac12,\tfrac{\sqrt3}{2})\), and let \(\mathbf K=(4\pi/3a,\,0)\). Rolling joins the points separated by the circumference vector \(\mathbf C=n\mathbf a_1+m\mathbf a_2\), whose length is \(\pi d\). The integers \((n,m)\) label the tube.

The full wavefunction must return to itself after a displacement \(\mathbf C\). Near the valley it has the form \(e^{i\mathbf K\cdot\mathbf r}F(\mathbf r)\), where \(F\) is the envelope. Hence

\[
e^{i\mathbf K\cdot(\mathbf r+\mathbf C)}F(\mathbf r+\mathbf C)=e^{i\mathbf K\cdot\mathbf r}F(\mathbf r)
\quad\Rightarrow\quad
F(\mathbf r+\mathbf C)=e^{-i\mathbf K\cdot\mathbf C}F(\mathbf r).
\]

The envelope alone need not be periodic. Its phase follows from

\[
\mathbf K\cdot\mathbf C=\frac{4\pi}{3a}\,a\left(n+\frac m2\right)=\frac{2\pi(2n+m)}{3}=2\pi n-\frac{2\pi(n-m)}{3}.
\]

The term \(2\pi n\) has no effect on the phase factor. An envelope that varies as \(e^{ik_\perp s}\), with \(s\) the distance around the tube, must therefore satisfy

\[
k_\perp\pi d=2\pi q+\frac{2\pi(n-m)}{3},\qquad
k_\perp=\frac2d\left(q+\frac{n-m}{3}\right),
\]

with \(q\) any integer.

If \(n-m\) is a multiple of 3, some \(q\) gives \(k_\perp=0\). The bands are then \(E=\pm\hbar v|k|\), and the tube is metallic in this model. Otherwise \(n-m=3p+\nu\) with \(p\) an integer and \(\nu=\pm1\). Absorbing \(p\) into \(q\) gives

\[
k_\perp=\frac2d\left(q+\frac\nu3\right).
\]

The smallest magnitude occurs at \(q=0\) and the next at \(q=-\nu\):

\[
|k_\perp|_{\min}=\frac{2}{3d},\qquad |k_\perp|_{\text{next}}=\frac{4}{3d}.
\]

At \(-\mathbf K\) the phase is reversed, which changes the sign of \(k_\perp\) but not these magnitudes. The gap of a semiconducting tube thus comes from a phase mismatch of one third of a turn between the lattice wave at the valley and the circumference.

### Gap

On the line nearest the Dirac point, the lowest conduction energy is at \(k=0\). It equals half the gap:

\[
\Delta=\hbar v\,\frac{2}{3d},\qquad \boxed{E_g=2\Delta=\frac{4\hbar v}{3d}}.
\]

For \(d=1.5\) nm, \(|k_\perp|_{\min}=2/4.5=0.4444\) nm\(^{-1}\), so

\[
\Delta=0.6582\times0.4444\ \text{eV}=0.2925\ \text{eV},\qquad E_g=0.585\ \text{eV}=9.37\times10^{-20}\ \text{J}.
\]

In the cone model the second conduction subband starts at \(2\Delta=0.585\) eV above midgap. This equals the gap in value, but the step from the first conduction edge to the second is \(\Delta\), about 0.29 eV.

### Effective mass

The conduction band is \(E(k)=\sqrt{\Delta^2+\hbar^2v^2k^2}\). Take \(\Delta\) out of the root and use \(\sqrt{1+x}\approx1+x/2\) for small \(x\):

\[
E=\Delta\sqrt{1+\frac{\hbar^2v^2k^2}{\Delta^2}}\approx\Delta+\frac{\hbar^2v^2k^2}{2\Delta}.
\]

The effective mass is defined by \(E\approx\Delta+\hbar^2k^2/(2m^*)\). Equating the coefficients of \(k^2\) gives \(1/m^*=v^2/\Delta\), so

\[
\boxed{m^*=\frac{\Delta}{v^2}=\frac{E_g}{2v^2}=\frac{2\hbar}{3dv}}.
\]

The valence band is the mirror image, \(-E(k)\), so the hole has the same mass. Numerically,

\[
m^*=\frac{\hbar|k_\perp|_{\min}}{v}=\frac{1.055\times10^{-34}\times4.444\times10^{8}}{10^{6}}\ \text{kg}
=4.69\times10^{-32}\ \text{kg}=0.0515\,m_0 .
\]

In the cone model at fixed \(v\), a wider tube has a smaller gap and a lighter carrier, in the fixed proportion \(E_g/m^*=2v^2\). Halving the mass therefore also halves the gap. This proportion need not hold between particular tubes of nearly equal diameter. In the hopping model below, (19,0) has a smaller mass than (20,0) but a slightly larger gap; the curvature shifts estimated in the last section then reverse the order of the two gaps.

### Energy range of the mass

The band is a hyperbola, not a parabola. Let \(\varepsilon=E-\Delta\) be the true kinetic energy. Squaring \(E=\Delta+\varepsilon\) gives

\[
\hbar^2v^2k^2=(\Delta+\varepsilon)^2-\Delta^2=2\Delta\varepsilon+\varepsilon^2.
\]

At the same \(k\), the parabola assigns the kinetic energy

\[
\frac{\hbar^2k^2}{2m^*}=\frac{\hbar^2v^2k^2}{2\Delta}=\varepsilon\left(1+\frac{\varepsilon}{2\Delta}\right).
\]

It is too high by the fraction \(\varepsilon/E_g\). At the thermal energy at 300 K, \(\varepsilon=25.85\) meV, the excess is 4.4 % of \(\varepsilon\). At \(\varepsilon=0.1\) eV it is 17 %. The band-edge mass thus serves for carriers within a few tens of meV of the edge; at 0.1 eV and above the hyperbola is the better form, provided it carries the right gap and mass. It describes the first subband only; from about 0.29 eV above the edge the second subband also carries electrons. For a particular tube it should be built from that tube's own gap and mass, because the error in the cone mass, about 10 % for (19,0) and (20,0) below, is comparable to the error of the parabola at 0.1 eV.

In the cone model, the band approaches \(E=\hbar v|k|\) for \(\hbar v|k|\gg\Delta\). The group velocity \(\hbar^{-1}dE/dk=\hbar v^2k/E\) then tends to \(v\), whereas the parabola would let it grow without limit.

## Comparison of estimate and solution

| | Scaling estimate | Model result |
|---|---|---|
| Gap | 0.88 eV | 0.585 eV |
| Mass | 0.077 \(m_0\) | 0.0515 \(m_0\) |

Both estimates are too large by the same factor, 3/2. The reason is that gap and mass are each proportional to \(k_\perp\), and the guess \(1/d\) replaced the true \(2/(3d)\). The estimate found the dependence on \(d\) and \(v\), but it could not distinguish a semiconducting tube from a metallic one. That distinction rests on \(n-m\), which the scaling argument does not contain.

## How far the cone can be trusted

No tube need have a diameter of precisely 1.5 nm, because \(n\) and \(m\) are integers. With a rough lattice constant \(a=0.246\) nm, two nearby semiconducting tubes are (19,0), with \(d=1.488\) nm, and (20,0), with \(d=1.566\) nm. They also show what is lost by replacing the lattice bands with cones in zigzag tubes, those with \(m=0\). For other directions of rolling the corrections have other sizes.

Let an electron hop between neighbouring atoms with energy \(-t\), using one \(\pi\) orbital per atom. For an \((n,0)\) tube one of the three bonds lies along the axis, with length \(b=a/\sqrt3\). The other two have components \(\pm a/2\) around the tube and \(-b/2\) along it. Summing the three Bloch phases gives

\[
E=\pm t\left|e^{ikb}+2c\,e^{-ikb/2}\right|,\qquad
E^2=t^2\left[1+4c^2+4c\cos\frac{3kb}{2}\right],
\]

where \(c=\cos(\kappa a/2)\) and \(\kappa=4\pi/(3a)+k_\perp\) is the total wavevector around the tube. Define \(\delta=k_\perp a/2\). The addition formula for the cosine gives \(2c=-\cos\delta-\sqrt3\sin\delta\). At \(k=0\), to second order in \(\delta\),

\[
|E|=t\,|1+2c|\approx t\left|-\sqrt3\,\delta+\frac{\delta^2}{2}\right|
=\hbar v|k_\perp|\left(1-\frac{k_\perp a}{4\sqrt3}\right),\qquad \hbar v=\frac{\sqrt3}{2}\,ta .
\]

The first factor is the cone, and it fixes \(t=3.09\) eV for the given \(v\). The second is the leading effect of warping, the departure of the bands from a circular cone.

For the mass, expand \(\cos(3kb/2)\approx1-9k^2b^2/8=1-3k^2a^2/8\). With \(\Delta_t\) the half gap of this lattice model and \(t^2a^2=4\hbar^2v^2/3\),

\[
E^2\approx\Delta_t^2-\frac32\,c\,t^2a^2k^2=\Delta_t^2+(-2c)\hbar^2v^2k^2,
\qquad m^*=\frac{\Delta_t}{(-2c)\,v^2},\qquad -2c\approx1+\frac{\sqrt3}{2}k_\perp a .
\]

The correction to \(-2c\) is six times the correction to the gap, so warping affects the mass more strongly. For (19,0), \(n-m=19\) leaves remainder \(\nu=+1\), and \(k_\perp=2/(3\times1.488)=0.448\) nm\(^{-1}\). The gap falls by the fraction \(0.448\times0.246/6.93\approx0.016\), while \(-2c\approx1.095\). The mass is then \(0.984/1.095\approx0.90\) of the cone value. For (20,0), \(\nu=-1\) and both corrections change sign.

Diagonalizing the same hopping model atom by atom gives the following values. Each deviation is relative to the cone formula at that tube's own diameter.

| Tube | Gap (eV) | Deviation | Mass (\(m_0\)) | Deviation |
|---|---|---|---|---|
| (19,0) | 0.580 | −1.6 % | 0.0466 | −10 % |
| (20,0) | 0.569 | +1.5 % | 0.0551 | +12 % |
| (76,0) | 0.147 | −0.4 % | 0.0126 | −2.7 % |

The (76,0) tube belongs to the same family as (19,0) and is four times as wide. Its deviations are about four times smaller, as expected for corrections proportional to \(k_\perp a\), and hence to \(a/d\).

## The real channel

Tubes considered for transistors have diameters of roughly 1 to 2 nm, so 1.5 nm is a representative choice. The velocity is a rounded input, and so is the hopping energy \(t=3.09\) eV that follows from it. At fixed \(d\), a velocity 10 % lower would reduce the gap by 10 % and raise the mass by 11 %. Two neglected effects can change the gap by more than warping does:

- **Curvature.** Rolling tilts neighbouring orbitals and mixes the \(\pi\) states with the in-plane bonds. In a nearest-neighbour model with one s and three p orbitals per atom and rough couplings, held fixed as the sheet is rolled, the gap shifts by −35 meV for (19,0) and +19 meV for (20,0). These shifts are about 6 % and 3 % of the gap, and for these two zigzag tubes the mass moves in the same direction, by about −5 % and +4 %; in chiral tubes gap and mass need not move together. Changes of bond length are left out. Letting each coupling grow as the inverse square of the shortened distance between rolled atoms reduces the gap shifts to about −23 and +10 meV, so these figures indicate sign and size rather than precise corrections.
- **Interactions.** Two electrons a distance \(d\) apart, in surroundings of rough relative permittivity 4, have a Coulomb energy of 0.24 eV, or 0.41 of the gap. This is a scale, not a computed shift. Repulsion tends to widen the gap for adding a separate electron and hole, while their mutual attraction lowers the energy needed to create the pair with light. The electrical and optical gaps of a real tube therefore differ, and neither should be identified with 0.585 eV. Interactions also change the shape of the bands, and with it the mass; that change is not estimated here.

Within the stated model the answers are \(E_g=0.585\) eV and \(m^*=0.0515\,m_0\). For a particular tube near this diameter, warping alone moves the mass away from the cone value by 10 to 12 % in zigzag tubes but by only about 1 % in near-armchair tubes such as (12,10), so it depends on which \((n,m)\) is present, and the interaction scale is too large for the gap to be taken as a prediction to two figures. The gaps and masses of the zigzag tubes in the hopping model are listed in the numerical output.

## Table of computed values

```
diameter d = 1.5 nm
velocity v = 1.0e+06 m/s
hbar v = 0.6582 eV nm
smallest k_perp = 0.4444 1/nm
half gap Delta = 0.2925 eV
gap E_g = 0.5851 eV = 9.374e-20 J
band-edge mass m* = 0.0515 m0 = 4.687e-32 kg
second subband edge (Dirac) = 0.5851 eV
chiralities checked for line offset = 336
lattice constant a (rough) = 0.246 nm
hopping t matching v = 3.090 eV
(19,0) diameter = 1.488 nm
(19,0) gap: tight binding 0.5802 eV, Dirac 0.5899 eV, deviation -1.6 %
(19,0) mass: tight binding 0.0466 m0, Dirac 0.0519 m0, deviation -10.1 %
(19,0) second edge / first edge = 2.094
(20,0) diameter = 1.566 nm
(20,0) gap: tight binding 0.5686 eV, Dirac 0.5604 eV, deviation 1.5 %
(20,0) mass: tight binding 0.0551 m0, Dirac 0.0493 m0, deviation 11.8 %
(20,0) second edge / first edge = 1.908
(76,0) diameter = 5.951 nm
(76,0) gap: tight binding 0.1469 eV, Dirac 0.1475 eV, deviation -0.4 %
(76,0) mass: tight binding 0.0126 m0, Dirac 0.0130 m0, deviation -2.7 %
(76,0) second edge / first edge = 2.024
rough s,p couplings: E_s -7.0, V_ss -4.5, V_sp 5.0, V_pp_sigma 6.0, V_pp_pi -3.09 eV
(19,0) gap shift from curvature = -34.9 meV
(20,0) gap shift from curvature = 18.7 meV
(40,0) gap shift from curvature = -6.9 meV
(41,0) gap shift from curvature = 5.1 meV
relative permittivity (rough) = 4
Coulomb scale at distance d = 0.240 eV
Coulomb scale / gap = 0.41
thermal energy at 300 K = 25.85 meV
parabola energy at true kinetic energy kT = 26.99 meV
parabola excess at kT = 4.4 %
parabola energy at true kinetic energy 0.1 eV = 0.1171 eV
parabola excess at 0.1 eV = 17.1 %
```
